# Where slab and pencil three-dimensional FFTs stop scaling: verification in Python

```python
"""Where does a parallel three-dimensional FFT stop scaling?

Result under test, for an n*n*n complex grid on P processes, direct exchange:
  slab   : fastest near P = ((A + B)/latency)**(1/2), and P <= n
  pencil : fastest near P = ((A + 2B)/latency)**(2/3), and P <= n**2
A = serial work time = 15 n^3 log2(n) / flop_rate            (seconds)
B = time for one process to send the whole grid = 16 n^3 * byte_time (seconds)
latency = time per message, byte_time = time per byte and process.
A process grid has rows*cols = P members; a slab has rows = 1.
A combining exchange (log2 rounds, half the data each) is compared as well.
"""
import numpy as np
from scipy.optimize import minimize_scalar, brentq

FLOP_RATE = 2.0e9      # flop/s per process
LATENCY = 2.0e-6       # s per message
BYTE_TIME = 1.0e-9     # s per byte
POINT_BYTES = 16       # double-precision complex number


def costs(n):
    """Serial work time A and whole-grid sending time B."""
    return (15 * n**3 * np.log2(n) / FLOP_RATE,
            POINT_BYTES * n**3 * BYTE_TIME)


def direct_comm(B, latency, rows, cols):
    P = rows * cols
    return sum((g - 1) * (latency + B / (P * g)) for g in (rows, cols))


def direct_time(A, B, latency, rows, cols):
    return A / (rows * cols) + direct_comm(B, latency, rows, cols)


def combining_time(A, B, latency, P):
    return A / P + np.log2(P) * (latency + B / (2 * P))


def minimum_of(function, low, high):
    """Location of the minimum, searched on a logarithmic scale."""
    found = minimize_scalar(lambda x: function(np.exp(x)),
                            bounds=(np.log(low), np.log(high)),
                            method="bounded", options={"xatol": 1e-10})
    return float(np.exp(found.x))


def slab_stop(A, B, latency):
    return minimum_of(lambda P: direct_time(A, B, latency, 1, P), 1.01, 1e7)


def pencil_side(A, B, latency):
    return minimum_of(lambda q: direct_time(A, B, latency, q, q), 1.01, 1e5)


def largest_real_root(coefficients):
    roots = np.roots(coefficients)
    return max(r.real for r in roots if abs(r.imag) < 1e-8 * abs(r))


# ---- work: count real operations in an FFT that is actually carried out ----
class Counted:
    operations = 0

    def __init__(self, value):
        self.value = complex(value)

    def __add__(self, other):
        Counted.operations += 2
        return Counted(self.value + other.value)

    def __sub__(self, other):
        Counted.operations += 2
        return Counted(self.value - other.value)

    def __mul__(self, other):
        Counted.operations += 6
        return Counted(self.value * other.value)


def radix2(line):
    size = len(line)
    if size == 1:
        return line
    even, odd = radix2(line[0::2]), radix2(line[1::2])
    turned = [Counted(np.exp(-2j * np.pi * k / size)) * odd[k]
              for k in range(size // 2)]
    return ([e + t for e, t in zip(even, turned)]
            + [e - t for e, t in zip(even, turned)])


rng = np.random.default_rng(5)
small = 8
grid = rng.normal(size=(small,) * 3) + 1j * rng.normal(size=(small,) * 3)
cube = np.empty(grid.shape, dtype=object)
for index in np.ndindex(grid.shape):
    cube[index] = Counted(grid[index])
for axis in range(3):
    view = np.moveaxis(cube, axis, -1)
    for a, b in np.ndindex(small, small):
        transformed = radix2(list(view[a, b]))
        for k in range(small):
            view[a, b, k] = transformed[k]
values = np.array([c.value for c in cube.ravel()]).reshape(grid.shape)
assert np.allclose(values, np.fft.fftn(grid))
counted_flops = Counted.operations
assert counted_flops == round(costs(small)[0] * FLOP_RATE)


# ---- messages: a distributed FFT with every sent block recorded ----
def transpose(blocks, groups, cut_axis, join_axis, sent):
    received = {}
    for group in groups:
        pieces = {r: np.split(blocks[r], len(group), axis=cut_axis)
                  for r in group}
        for k, target in enumerate(group):
            received[target] = np.concatenate(
                [pieces[source][k] for source in group], axis=join_axis)
            for source in group:
                if source != target:
                    sent[source].append(pieces[source][k].nbytes)
    return received


def distributed_fft(data, rows, cols):
    blocks = {}
    for i, part in enumerate(np.split(data, rows, axis=1)):
        for j, block in enumerate(np.split(part, cols, axis=2)):
            blocks[i, j] = np.fft.fft(block, axis=0)
    sent = {rank: [] for rank in blocks}
    groups = [[(i, j) for i in range(rows)] for j in range(cols)]
    blocks = transpose(blocks, groups, 0, 1, sent)
    blocks = {r: np.fft.fft(b, axis=1) for r, b in blocks.items()}
    groups = [[(i, j) for j in range(cols)] for i in range(rows)]
    blocks = transpose(blocks, groups, 1, 2, sent)
    blocks = {r: np.fft.fft(b, axis=2) for r, b in blocks.items()}
    whole = np.concatenate(
        [np.concatenate([blocks[i, j] for j in range(cols)], axis=1)
         for i in range(rows)], axis=0)
    return whole, sent


for rows, cols in ((1, 4), (1, 8), (2, 4), (4, 4), (8, 8)):
    whole, sent = distributed_fft(grid, rows, cols)
    assert np.allclose(whole, np.fft.fftn(grid))
    expected = direct_comm(costs(small)[1], LATENCY, rows, cols)
    for sizes in sent.values():
        recorded = sum(LATENCY + BYTE_TIME * size for size in sizes)
        assert np.isclose(recorded, expected, rtol=1e-12)


# ---- combining exchange: deliver blocks in log2(g) rounds and count ----
def combining_exchange(g):
    slots = [[(p, (p + k) % g) for k in range(g)] for p in range(g)]
    rounds, forwarded, step = 0, 0, 1
    while step < g:
        moving = [k for k in range(g) if k & step]
        old = [list(s) for s in slots]
        for p in range(g):
            for k in moving:
                slots[(p + step) % g][k] = old[p][k]
        rounds, forwarded, step = rounds + 1, forwarded + len(moving), 2 * step
    for p in range(g):
        assert sorted(slots[p]) == [(source, p) for source in range(g)]
    return rounds, forwarded


n = 256
A, B = costs(n)
for g in (4, 8, 16, 32):
    rounds, forwarded = combining_exchange(g)
    block_time = B / g**3
    simulated = A / g**2 + 2 * (rounds * LATENCY + forwarded * block_time)
    assert np.isclose(simulated, combining_time(A, B, LATENCY, g**2))

# ---- stopping points: numerical minima against the derived equations ----
for size in (16, 64, 256, 512):
    a, b = costs(size)
    assert a > b + LATENCY
    root = largest_real_root([LATENCY, 0, -(a + b), 2 * b])
    assert np.isclose(slab_stop(a, b, LATENCY), root, rtol=1e-5)
    root = largest_real_root([LATENCY, 0, 0, -(a + 2 * b), 3 * b])
    assert np.isclose(pencil_side(a, b, LATENCY), root, rtol=1e-5)

slab_free = slab_stop(A, B, LATENCY)
slab_law = ((A + B) / LATENCY) ** 0.5
side = pencil_side(A, B, LATENCY)
side_law = ((A + 2 * B) / LATENCY) ** (1 / 3)
correction = -B / ((A + 2 * B) * side_law)
assert abs(slab_law / slab_free - 1) < 0.01
assert abs((side / side_law - 1) / correction - 1) < 0.05
assert slab_free > n and side < n

# ---- grid size above which the slab runs out of planes first ----
plane_limit = brentq(lambda m: (costs(m)[0] + costs(m)[1]) / m**2 - LATENCY,
                     4, 1000)
assert slab_stop(*costs(32), LATENCY) < 32 < plane_limit
assert slab_stop(*costs(64), LATENCY) > 64 > plane_limit

# ---- best shape of the process grid, by enumeration ----
shape_switch = (B / LATENCY) ** 0.5
for P in (16, 64, 256, 1024, 4096, 16384):
    shapes = [(r, P // r) for r in range(1, int(P**0.5) + 1) if P % r == 0]
    best = min(shapes, key=lambda s: direct_comm(B, LATENCY, *s))
    assert best[0] == (1 if P < shape_switch else round(P**0.5))

# ---- what the stop means, and what causes it ----
best_time = direct_time(A, B, LATENCY, side, side)
latency_share = 2 * (side - 1) * LATENCY / best_time
last_gain = direct_time(A, B, LATENCY, side / 2, side / 2) / best_time
assert abs(latency_share - 2 / 3) < 0.02 and abs(last_gain - 5 / 3) < 0.04
no_latency = [direct_time(A, B, 0.0, q, q) for q in range(1, n + 1)]
assert np.all(np.diff(no_latency) < 0)
side_fast_links = pencil_side(A, 0.0, LATENCY)
time_fast_links = direct_time(A, 0.0, LATENCY, side_fast_links, side_fast_links)
assert side_fast_links < side and time_fast_links < best_time
batch = 8
side_batch = pencil_side(batch * A, batch * B, LATENCY)
time_batch = direct_time(batch * A, batch * B, LATENCY, side_batch, side_batch)
assert abs((side_batch / side) ** 2 / batch ** (2 / 3) - 1) < 0.01
assert side_batch < n

# ---- combining exchange: its minimum and its crossover with direct ----
combining_stop = minimum_of(lambda P: combining_time(A, B, LATENCY, P), 4, 1e9)
right_side = A * np.log(2) + B / 2 * (np.log(combining_stop) - 1)
assert np.isclose(LATENCY * combining_stop, right_side, rtol=1e-5)
assert combining_stop > n**2


def crossover_bytes(g):
    return (LATENCY / BYTE_TIME * (g - 1 - np.log2(g))
            / (g / 2 * np.log2(g) - g + 1))


for g in (4, 8, 16, 32, 64, 128, 256):
    direct_wins = (direct_time(A, B, LATENCY, g, g)
                   < combining_time(A, B, LATENCY, g * g))
    assert direct_wins == (POINT_BYTES * n**3 / g**3 > crossover_bytes(g))

# ---- printed numbers ----
print(f"counted operations, 8^3 FFT: {counted_flops} flop")
print(f"grid side n: {n}; grid points: {n**3}")
print(f"flop rate per process: {FLOP_RATE/1e9:.1f} Gflop/s")
print(f"latency per message: {LATENCY*1e6:.1f} microseconds")
print(f"bandwidth per process: {1e-9/BYTE_TIME:.1f} GB/s")
print(f"bytes per grid point: {POINT_BYTES} bytes")
print(f"serial work time A: {A:.4f} s")
print(f"whole-grid sending time B: {B:.4f} s")
print(f"slab/square switch sqrt(B/latency): {shape_switch:.0f} processes")
print(f"slab minimum without plane limit: {slab_free:.1f} processes")
print(f"slab square-root law: {slab_law:.1f} processes")
print(f"slab stop with plane limit: {min(n, slab_free):.0f} processes")
print(f"plane limit comes first above n = {plane_limit:.1f}")
print(f"pencil minimum: side q = {side:.2f}, P = {side**2:.0f} processes")
print(f"pencil two-thirds law: q = {side_law:.2f}, P = {side_law**2:.0f}")
print(f"relative correction to q: {100*correction:.3f} percent")
print(f"pencil stop / n^2: {side**2/n**2:.4f}")
print(f"time at pencil stop: {best_time*1e6:.1f} microseconds")
print(f"speedup at pencil stop: {A/best_time:.0f}")
print(f"efficiency at pencil stop: {A/best_time/side**2:.3f}")
print(f"latency share at pencil stop: {latency_share:.3f}")
print(f"gain from last fourfold increase of P: {last_gain:.3f}")
print(f"message size at pencil stop: {POINT_BYTES*n**3/side**3:.0f} bytes")
print("direct exchange, n = 256: time in microseconds, efficiency")
for rows, cols in ((1, 64), (8, 8), (1, 256), (16, 16), (32, 32),
                   (64, 64), (128, 128), (256, 256)):
    t = direct_time(A, B, LATENCY, rows, cols)
    print(f"  {rows} x {cols} = {rows*cols}: {t*1e6:.1f}, "
          f"{A/t/(rows*cols):.3f}")
print(f"infinite bandwidth: P = {side_fast_links**2:.0f}, "
      f"time {time_fast_links*1e6:.1f} microseconds")
print(f"batch of {batch}: P = {side_batch**2:.0f}, time per transform "
      f"{time_batch/batch*1e6:.1f} microseconds")
print("combining exchange: time (microseconds); direct message and")
print("  crossover message size (bytes)")
for g in (32, 64, 128, 256):
    t = combining_time(A, B, LATENCY, g * g)
    print(f"  P = {g*g}: {t*1e6:.1f}; {POINT_BYTES*n**3/g**3:.0f}, "
          f"{crossover_bytes(g):.0f}")
print(f"combining minimum without n^2 limit: {combining_stop:.3e} processes")
print("sweep over n: slab stop, pencil stop (processes), pencil stop / n^2")
for size in (16, 64, 128, 256, 512):
    a, b = costs(size)
    p_slab = min(size, slab_stop(a, b, LATENCY))
    p_pencil = min(size**2, pencil_side(a, b, LATENCY) ** 2)
    print(f"  n = {size}: {p_slab:.1f}, {p_pencil:.0f}, "
          f"{p_pencil/size**2:.4f}")
a, b = costs(16)
t8, t16 = (direct_time(a, b, LATENCY, 1, P) for P in (8, 16))
assert t8 < t16
print(f"n = 16 slab, P = 8 and 16: {t8*1e6:.1f}, {t16*1e6:.1f} microseconds")
print("every check passed")
```

Output:

```
counted operations, 8^3 FFT: 23040 flop
grid side n: 256; grid points: 16777216
flop rate per process: 2.0 Gflop/s
latency per message: 2.0 microseconds
bandwidth per process: 1.0 GB/s
bytes per grid point: 16 bytes
serial work time A: 1.0066 s
whole-grid sending time B: 0.2684 s
slab/square switch sqrt(B/latency): 366 processes
slab minimum without plane limit: 798.2 processes
slab square-root law: 798.5 processes
slab stop with plane limit: 256 processes
plane limit comes first above n = 36.4
pencil minimum: side q = 91.55, P = 8382 processes
pencil two-thirds law: q = 91.73, P = 8414
relative correction to q: -0.190 percent
pencil stop / n^2: 0.1279
time at pencil stop: 545.7 microseconds
speedup at pencil stop: 1845
efficiency at pencil stop: 0.220
latency share at pencil stop: 0.664
gain from last fourfold increase of P: 1.668
message size at pencil stop: 350 bytes
direct exchange, n = 256: time in microseconds, efficiency
  1 x 64 = 64: 19983.4, 0.787
  8 x 8 = 64: 23096.7, 0.681
  1 x 256 = 256: 5486.6, 0.717
  16 x 16 = 256: 5958.2, 0.660
  32 x 32 = 1024: 1614.9, 0.609
  64 x 64 = 4096: 626.8, 0.392
  128 x 128 = 16384: 602.0, 0.102
  256 x 256 = 65536: 1043.5, 0.015
infinite bandwidth: P = 6327, time 473.3 microseconds
batch of 8: P = 33591, time per transform 137.0 microseconds
combining exchange: time (microseconds); direct message and
  crossover message size (bytes)
  P = 1024: 2313.8; 8192, 1061
  P = 4096: 663.0; 1024, 884
  P = 16384: 204.1; 128, 748
  P = 65536: 80.1; 16, 642
combining minimum without n^2 limit: 1.222e+06 processes
sweep over n: slab stop, pencil stop (processes), pencil stop / n^2
  n = 16: 9.3, 22, 0.0876
  n = 64: 64.0, 458, 0.1118
  n = 128: 128.0, 1970, 0.1203
  n = 256: 256.0, 8382, 0.1279
  n = 512: 512.0, 35399, 0.1350
n = 16 slab, P = 8 and 16: 36.5, 41.5 microseconds
every check passed
```
